# The trust-region step: secular equation, hard case and Moré–Sorensen construction, part 2

The problem is to minimize the model energy change $m(s)=g\cdot s+\tfrac12\, s\cdot Hs$ over $|s|\le\Delta$, where $H$ is a real symmetric matrix, $g$ the gradient, $\Delta>0$ the trust radius and $|\cdot|$ the Euclidean norm; $m^*$ is the minimum. $H$ has eigenvalues $h_1\le\dots\le h_n$ and orthonormal eigenvectors $v_i$; $\gamma_i=v_i\cdot g$, $E_1$ is the eigenspace of $h_1$, and $A\equiv H+\lambda I$. A feasible $s$ is a global minimizer if and only if some $\lambda$ satisfies

$$(H+\lambda I)s=-g,\qquad \lambda\ge0,\qquad \lambda(\Delta-|s|)=0,\qquad H+\lambda I\ \text{positive semidefinite}. \tag{1}$$

If $As=-g$, then for any $w$

$$m(w)-m(s)=\tfrac12(w-s)\cdot A(w-s)+\tfrac12\lambda\,(|s|^2-|w|^2). \tag{2}$$

For $\lambda>-h_1$ the step is

$$s(\lambda)=-\sum_i\frac{\gamma_i}{h_i+\lambda}\,v_i,\qquad |s(\lambda)|^2=\sum_i\frac{\gamma_i^2}{(h_i+\lambda)^2}. \tag{3}$$

For semidefinite $A$ and $|s|=\Delta$,

$$|g|/\Delta-h_n\;\le\;\lambda\;\le\;|g|/\Delta-h_1 . \tag{4}$$

With the Cholesky factorization $A=LL^T$ and $w$ now defined by $Lw=s$, $\varphi(\lambda)=1/|s(\lambda)|$ is increasing and concave:

$$\varphi'=\frac{|w|^2}{|s|^3}>0,\qquad \varphi''=\frac{3\left(|w|^4-|s|^2|A^{-1}s|^2\right)}{|s|^5}\le0 . \tag{5}$$

Newton's method for $\varphi=1/\Delta$ gives

$$\lambda^+=\lambda+\frac{|s|^2}{|w|^2}\,\frac{|s|-\Delta}{\Delta}. \tag{6}$$

In the easy case the root is $\lambda^*>\max(0,-h_1)$, approached monotonically from the left. With $e=\lambda^*-\lambda$,

$$e^+=e-\frac{1/\Delta-\varphi}{\varphi'}=-\frac{\varphi''}{2\varphi'}\,e^2+O(e^3). \tag{7}$$

The critical radius is $\Delta_c=|p|$, with $p=-\sum_{h_i>h_1}\frac{\gamma_i}{h_i-h_1}\,v_i$. In the hard case ($h_1\le0$, $g\perp E_1$, $\Delta_c\le\Delta$) the shift is $\lambda=-h_1$, and for $h_1<0$

$$s=p+\tau v,\quad \tau^2=\Delta^2-\Delta_c^2,\quad m^*=\tfrac12 g\cdot p+\tfrac12h_1\Delta^2 , \tag{8}$$

where $v$ is any unit vector in $E_1$. Stopping at $p$ gives $m(p)=\tfrac12g\cdot p-\tfrac12\lambda\Delta_c^2$. For $g\ne0$ the tangent to $\varphi$ at any $\lambda>-h_1$ is at least $1/\Delta_c$ at $-h_1$; if $\Delta_c<\Delta$ it crosses $1/\Delta$ below $-h_1$, so (6) lands where $A$ is indefinite.

Near the hard case, let $h_1<0$ be simple and $\Delta_c<\Delta$, and replace $g$ by $g+\varepsilon v_1$. With $\mu=\lambda+h_1>0$, $a=\sum_{i>1}\gamma_i^2/(h_i-h_1)^3\ge0$ and $\tau>0$,

$$\mu=\frac{|\varepsilon|}{\tau}\left(1-\frac{a\mu}{\tau^2}+\dots\right),\qquad v_1\cdot s=-\frac{\varepsilon}{\mu}\to-\tau\,\mathrm{sgn}\,\varepsilon . \tag{9}$$

To first order, $m^*(\varepsilon)=m^*(0)-|\varepsilon|\tau$.

## The Moré–Sorensen construction

Take any trial $\lambda\ge0$ with $A=LL^T$ definite, write $p_\lambda=-A^{-1}g$ for the step (3), and define $K=|L^Tp_\lambda|^2+\lambda\Delta^2$. Equation (2) with $s=p_\lambda$, together with $m(p_\lambda)=-\tfrac12|L^Tp_\lambda|^2-\tfrac12\lambda|p_\lambda|^2$, gives for any $z$

$$m(p_\lambda+z)=-\tfrac12K+\tfrac12|L^Tz|^2+\tfrac12\lambda\left(\Delta^2-|p_\lambda+z|^2\right), \tag{10}$$

since the terms in $\lambda|p_\lambda|^2$ cancel and $\tfrac12\lambda\Delta^2$ has been added and subtracted. For a feasible point the last two terms are non-negative, so $m^*\ge-K/2$ at every trial shift. Because $|L^Tp_\lambda|^2=-g\cdot p_\lambda$ and $g\cdot dp_\lambda/d\lambda=-g\cdot A^{-1}p_\lambda=|p_\lambda|^2$, the bound obeys $d(-K/2)/d\lambda=\tfrac12(|p_\lambda|^2-\Delta^2)$. It is largest at the secular root, where it equals $m^*$ ((10) with $z=0$). In the hard case the derivative is negative throughout, and the bound rises to the value (8) as $\lambda\to-h_1$.

If $|p_\lambda+z|=\Delta$, the last term of (10) vanishes. With $\sigma=|L^Tz|^2/K$ and $\sigma<1$,

$$m^*\le m(p_\lambda+z)=-(1-\sigma)\tfrac12K\le(1-\sigma)\,m^* . \tag{11}$$

Since $m^*\le m(0)=0$, the step is certified to achieve at least the fraction $1-\sigma$ of the optimal model decrease, and $\sigma$ is computable without knowing $m^*$ or $h_1$.

When $|p_\lambda|<\Delta$, put $z=\tau\hat z$ with a unit vector $\hat z$ that makes $|L^T\hat z|^2=\hat z\cdot A\hat z$ small. Inverse iteration, $\hat z\leftarrow A^{-1}\hat z/|A^{-1}\hat z|$, reuses $L$ and reduces the ratio of the $v_i$ component to the $v_1$ component by $(h_1+\lambda)/(h_i+\lambda)$ per pass. The start vector must overlap $E_1$. In the hard case $g$ and $p_\lambda$ do not, and a random vector does with probability one. The boundary condition is $\tau^2+2b\tau-c=0$ with $b=p_\lambda\cdot\hat z$ and $c=\Delta^2-|p_\lambda|^2>0$, so $\tau=-b\pm\sqrt{b^2+c}$. Since $\sigma\propto\tau^2$, the root of smaller magnitude is taken. It has the sign of $b$, and multiplying above and below by the conjugate removes the cancellation:

$$\tau=\frac{c}{b+\mathrm{sgn}(b)\sqrt{b^2+c}},\qquad \mathrm{sgn}(0)=+1 .$$

The Rayleigh inequality $\hat z\cdot A\hat z\ge h_1+\lambda$ supplies, at no extra cost, the lower bound $-h_1\ge\lambda-|L^T\hat z|^2$.

These pieces assemble into a loop on a bracket $[\lambda_L,\lambda_U]$. From (4) with $|h_i|\le\|H\|$ for any norm that bounds the spectrum, and from $h_1\le H_{ii}$, start with $\lambda_L=\max(0,\ \max_i(-H_{ii}),\ |g|/\Delta-\|H\|)$ and $\lambda_U=|g|/\Delta+\|H\|$. For $g=0$ take $\lambda_U=2\|H\|$ instead: $\|H\|$ can equal $-h_1$, and the bracket would then contain no shift with definite $A$. Try $\lambda=0$ first when $\lambda_L=0$.

1. If the factorization fails, $\lambda\le-h_1$: set $\lambda_L=\lambda$.
2. If $\lambda=0$ and $|p_\lambda|\le\Delta$, return $p_\lambda$.
3. If $|p_\lambda|\ge\Delta$, set $\lambda_L=\lambda$ and test (11) with $z=(\Delta/|p_\lambda|-1)\,p_\lambda$, the rescaling to the boundary.
4. If $|p_\lambda|<\Delta$, set $\lambda_U=\lambda$, compute $\hat z$ and $\tau$, raise $\lambda_L$ to $\lambda-|L^T\hat z|^2$ if that is larger, and test (11), both with $z=\tau\hat z$ and with the rescaling.
5. Take (6) as the next trial if it lies inside the bracket, and an interior point such as the midpoint otherwise.

In the hard case with $h_1<0$ and $g\neq0$, the tangent argument above shows that (6) never lands above $-h_1$ (strictly below it when $\Delta_c<\Delta$). For $g=0$ one has $p_\lambda=0$, so (6) and the rescaling are undefined and are skipped, and after any failed factorization the next trial is the interior point. The bracket then closes on $-h_1$, and $K\ge\lambda\Delta^2$ stays positive; with $\hat z$ converged to $E_1$, $\sigma=\tau^2(\lambda+h_1)/K\to0$, so the test is passed. For $g=0$ and $h_1=0$ one has $m^*=0$, while $K=\lambda\Delta^2$ tends to zero with $\lambda$; the relative test is then empty, and an absolute floor on $K$ is needed.

## Symmetry as the source of the hard case

Let $R$ be an orthogonal symmetry operation with $R^2=I$, such as a mirror, with $E(Rx)=E(x)$ and $Rx_0=x_0$. Differentiating gives $g(Rx)=Rg(x)$, so $Rg=g$ at $x_0$, and $RHR=H$. For an odd vector, $Rv=-v$, orthogonality gives $v\cdot g=Rv\cdot Rg=-v\cdot g=0$. If the lowest mode is odd, unstable and non-degenerate, $\gamma_1=0$ exactly, and every radius above $\Delta_c$ is a hard case. All steps (3) have no odd component and preserve the symmetry.

A quasi-Newton matrix $B$ updated along symmetric steps does not detect the instability. The BFGS and SR1 updates are

$$B^+=B+\frac{yy^T}{y\cdot s}-\frac{Bs\,(Bs)^T}{s\cdot Bs},\qquad B^+=B+\frac{rr^T}{r\cdot s},\quad r=y-Bs,$$

with $y$ the gradient change over the step. If $B$ commutes with $R$ and $s$ is even, then $x_0+s$ is symmetric, and $y$, $Bs$ and $r$ are even. Each correction applied to an odd $v$ contains $y\cdot v$, $Bs\cdot v$ or $r\cdot v$, all zero, so $B^+v=Bv$, and $B^+$ again commutes with $R$. The odd block therefore keeps its initial guess as long as the steps are even. If that guess is positive definite, any non-positive lowest eigenvalue of $B$ belongs to even vectors, so both (3) and the hard-case step (8) are even and, in exact arithmetic, the block is unchanged for a whole run made of such exact steps. The approximate step $p_\lambda+\tau\hat z$ of the previous section is not covered: with $\hat z$ from a random start and finitely many passes it keeps an odd component, which breaks the symmetry whenever that step is accepted. The negative curvature can then be supplied by an exact Hessian, or by energies or gradients at displaced, symmetry-broken geometries.

## Worked example: planar ammonia

The molecule is NH$_3$ at RHF/cc-pVDZ, planar, with bonds 0.95, 0.97 and 1.00 Å and angles 115°, 120° and 125°; $E_0=-56.1807693$ $E_h$. The analytic Cartesian Hessian, without mass weighting, is restricted to the six directions orthogonal to rigid translations and rotations. With $P$ the $12\times6$ matrix of these directions, $m$ is the second-order Taylor expansion of $E(x_0+Ps)-E_0$; the point is not stationary, so the $h_i$ are not vibrational force constants. The out-of-plane gradient and the coupling between in-plane and out-of-plane blocks are at rounding level (of order $10^{-16}$ in atomic units) and are set to zero. The digits below belong to this basis and are not converged with respect to it. In aug-cc-pVDZ, $h_1$ moves from $-0.163$ to $-0.135$ $E_h$/bohr², $\Delta_c$ from 0.083 to 0.087 bohr, and the predicted and true hard-case changes from $-25.6$ and $-19.2$ to $-22.0$ and $-16.2$ kJ/mol; in cc-pVTZ, $h_1=-0.130$ $E_h$/bohr². Lengths are in bohr, energies in $E_h$, curvatures and shifts in $E_h$/bohr², gradients in $E_h$/bohr.

| $i$ | $h_i$ | $\lvert\gamma_i\rvert$ | $\lvert p_i\rvert$ |
|---|---|---|---|
| 1 | −0.16287 | 0 | 0 |
| 2 | 0.13226 | 0.01816 | 0.06153 |
| 3 | 0.14759 | 0.00483 | 0.01557 |
| 4 | 0.60577 | 0.03049 | 0.03967 |
| 5 | 1.50627 | 0.03687 | 0.02209 |
| 6 | 1.75253 | 0.05542 | 0.02893 |

Mode 1 is the out-of-plane umbrella motion, odd under the molecular plane. The last column is $|\gamma_i|/(h_i-h_1)$, for instance $0.01816/(0.13226+0.16287)=0.06153$, and its norm is $\Delta_c=0.08323$. The unshifted Newton step has length 0.15510 and fits inside a radius of 0.30, but it fails (1) because $H$ is indefinite: it leads to the stationary point of the model, a planar saddle.

**Easy case, $\Delta=0.05<\Delta_c$.** With $|g|=0.07559$, (4) gives $0.07559/0.05-1.75253=-0.2407$ and $0.07559/0.05+0.16287=1.6747$; the lower bound is weaker here than $\lambda\ge-h_1$. Starting (6) at $-h_1+0.01$, the shifts are 0.172873, 0.449007, 0.515552, 0.517244, 0.517245 and the lengths 0.0813234, 0.0535413, 0.0500803, 0.05000004, 0.05000000, monotone as derived. One Newton step from $\lambda^*-10^{-3}$ gives $e^+/e^2=0.3265$ against $-\varphi''/(2\varphi')=0.3260$ bohr²/$E_h$ from (7). The lowest eigenvalue of $A$ is $0.517245-0.162873=0.354372$. The step is planar, $m^*=-0.0023445$, the true RHF change is $-0.0023869$, and their ratio is 1.018.

**Hard case, $\Delta=0.30>\Delta_c$.** The shift is $\lambda=-h_1=0.162873$ and $\tau=\sqrt{0.30^2-0.08323^2}=0.28822$. From (8), $m^*=-0.0024102-\tfrac12(0.162873)(0.30)^2=-0.0024102-0.0073293=-0.0097395$ $E_h$, or $-25.6$ kJ/mol. The step places the nitrogen 0.333 bohr off the plane of the hydrogens. The two mirror steps give the same RHF change, $-0.0073204$ $E_h$ or $-19.2$ kJ/mol, which is 0.752 of the prediction. The planar part alone has $m(p)=-0.0024102-\tfrac12(0.162873)(0.08323)^2=-0.0029743$ and a true change of $-0.0030486$ $E_h$, or $-8.0$ kJ/mol. The model is thus accurate to $10^{-4}$ $E_h$ at $p$ and overestimates the gain once the umbrella component is added. The energy is even in $\tau$, so the leading neglected terms that involve $\tau$ are $\tau^2$ times an in-plane displacement and $\tau^4$; their separate sizes were not computed.

**Moré–Sorensen step.** At $\lambda=-h_1+0.01=0.172873$ one has $|p_\lambda|=0.08132<0.30$, and (6) would give $-0.148420$, below $-h_1$, where the factorization fails. Three passes of inverse iteration from a random vector give $|L^T\hat z|^2=0.0100000$, so the lower bound $\lambda-|L^T\hat z|^2=0.1628732$ agrees with $-h_1$ to the seven decimals shown. With $|\tau|=0.28877$ and $K/2=0.0101556$, $\sigma=0.28877^2\times0.01/(2\times0.0101556)=0.04105$ and $m(p_\lambda+z)=-(1-0.04105)(0.0101556)=-0.0097387$. Inequality (11) guarantees only $m\le(1-\sigma)m^*=-0.0093396$, while the achieved fraction of $m^*$ is 0.99992. The gap has a simple origin. With $\hat z$ converged, the trial point lies on the sphere within $O(\mu)$ of a minimizer, $\mu=\lambda+h_1$, and $m$ restricted to the sphere is stationary there, so the true loss is $O(\mu^2)$, whereas $\sigma=\tau^2\mu/K$ is first order.

**Near-hard limit.** For $\varepsilon=10^{-3}$, $\mu=3.46719\times10^{-3}$ against $\varepsilon/\tau=3.46953\times10^{-3}$; it is smaller, as the sign of the correction in (9) requires. The value falls by $2.88321\times10^{-4}$ against $\varepsilon\tau=2.88224\times10^{-4}$. For $\varepsilon=10^{-5}$ the pairs are $3.46950\times10^{-5}$ against $3.46953\times10^{-5}$, and $2.88225\times10^{-6}$ against $2.88224\times10^{-6}$.

**Quasi-Newton trap.** From $B=0.5\,I$, one update with the easy step and the true RHF gradient change leaves $v_1\cdot B^+v_1=0.50000$ for both BFGS and SR1, while the exact curvature is $-0.16287$.

The numerical check tests (2) symbolically; (1) and $m^*$ against direct multistart minimization over the ball, for the ammonia cases and for 21 random four-dimensional problems (4 interior, 8 easy, 9 hard, including degenerate $h_1$ and $g=0$); (4) on the easy cases; (5) against high-precision differentiation; the Hessian against finite differences along two directions; and (6), (7), the leading order of (9), (10) on the boundary, (11), the failed factorization at the Newton trial of the hard case and the Rayleigh lower bound on $-h_1$ on the example. The five-step loop as a whole is not run.

## Computed values

```
random 4D problems matched to brute force: {'interior': 4, 'easy': 8, 'hard': 9}
2D model (dimensionless): H = diag(-2,1), g = (0.5,0.5), D = 1
 global s = -0.98977 -0.14265  m = -1.53569  lam = 2.50517  min eig A = 0.50517
 local  s = 0.97962 -0.20084  m = -0.55010  lam = 1.48960  min eig A = -0.51040
NH3 planar RHF/cc-pVDZ: bonds 0.95 0.97 1.00 Angstrom, angles 115 120 125 deg
E0 = -56.1807693 Eh
symmetry noise: max|g_z| = 2e-16 Eh/bohr, max|H_coupling| = 1e-16 Eh/bohr^2
h_i (Eh/bohr^2): -0.16287 0.13226 0.14759 0.60577 1.50627 1.75253
|gam_i| (Eh/bohr): 0.00000 0.01816 0.00483 0.03049 0.03687 0.05542
|g| = 0.07559 Eh/bohr; unshifted Newton step length = 0.15510 bohr
|p_i| (bohr): 0.00000 0.06153 0.01557 0.03967 0.02209 0.02893
critical radius Dc = |p| = 0.08323 bohr
EASY D = 0.05 bohr; bounds on lam: -0.24070 to 1.67470 Eh/bohr^2
 iter 0 lam = 0.1728731962 Eh/bohr^2  |s| = 0.0813234059 bohr
 iter 1 lam = 0.4490071806 Eh/bohr^2  |s| = 0.0535412924 bohr
 iter 2 lam = 0.5155516686 Eh/bohr^2  |s| = 0.0500803046 bohr
 iter 3 lam = 0.5172439678 Eh/bohr^2  |s| = 0.0500000444 bohr
 iter 4 lam = 0.5172449050 Eh/bohr^2  |s| = 0.0500000000 bohr
 quadratic constant: observed 0.3265, -phi''/(2phi') = 0.3260 bohr^2/Eh
 lam = 0.517245 (brute force 0.517245) Eh/bohr^2; min eig A = 0.354372 Eh/bohr^2
 m* = -0.0023445 Eh; true dE = -0.0023869 Eh; ratio = 1.0181
HARD D = 0.30 bohr; lam = 0.162873 (brute force 0.162873) Eh/bohr^2
 tau = 0.28822 bohr; N height over H3 plane = 0.33281 bohr
 g.p/2 = -0.0024102 Eh; lam D^2/2 = 0.0073293 Eh
 m* = -0.0097395 Eh = -25.57 kJ/mol
 true dE(+tau) = -0.0073204, dE(-tau) = -0.0073204 Eh = -19.22 kJ/mol; ratio = 0.7516
 planar step p alone: m = -0.0029743 Eh; true dE = -0.0030486 Eh = -8.00 kJ/mol
MORE-SORENSEN lam = 0.172873; Newton would give -0.148420 Eh/bohr^2 (Cholesky fails)
 |p(lam)| = 0.08132 bohr; |tau| = 0.28877 bohr; |L^T z|^2 = 0.0100000 Eh/bohr^2
 lower bound on -h_1 = 0.1628732; -h_1 = 0.1628732 Eh/bohr^2
 -K/2 = -0.0101556 Eh; m(p+z) = -0.0097387 Eh; sigma = 0.04105
 (1-sigma) m* = -0.0093396 Eh; m(p+z)/m* = 0.999921
NEAR-HARD eps = 1e-03 Eh/bohr: lam+h_1 = 3.46719e-03, eps/tau = 3.46953e-03 Eh/bohr^2
  m*(eps)-m*(0) = -2.88321e-04, -eps tau = -2.88224e-04 Eh
NEAR-HARD eps = 1e-05 Eh/bohr: lam+h_1 = 3.46950e-05, eps/tau = 3.46953e-05 Eh/bohr^2
  m*(eps)-m*(0) = -2.88225e-06, -eps tau = -2.88224e-06 Eh
start Hessian 0.5 I: v1.B.v1 BFGS = 0.50000, SR1 = 0.50000, exact = -0.16287 Eh/bohr^2
```
